# Closed-form states of Hooke's atom from Taut's three-term recurrence

Anyone who tests a density functional or a correlated two-electron code on Hooke's atom, two electrons in a harmonic well, must first choose the strength $\omega$ of the well. At most strengths the reference wave function is itself a numerical approximation. At certain strengths it is a polynomial times a Gaussian, and the reference density then needs nothing beyond quadrature. The theorem below determines these strengths. The two largest that serve for the ground state are $\omega=1/2$ and $\omega=1/10$.

## Setting and theorem

Hartree atomic units are used: lengths are in bohr, and energies and $\omega$ in hartree. The nonrelativistic, spin-independent Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}},\qquad \omega>0 .$$

Let $\mathbf r=\mathbf r_2-\mathbf r_1$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. The relative motion has angular momentum $l$ and energy $\varepsilon$, and its wave function is written

$$\varphi(\mathbf r)=r^l e^{-\omega r^2/4}P(r)\,Y_{lm},\qquad P(r)=\sum_{k\ge0}a_kr^k,\quad a_0=1. \tag{1}$$

**Theorem.**

(a) The coefficients obey $a_1=1/[2(l+1)]$ and, for $k\ge1$,

$$(k+1)(k+2l+2)\,a_{k+1}=a_k-\left[\varepsilon-\omega\left(l+k+\tfrac12\right)\right]a_{k-1}. \tag{2}$$

(b) $P$ is a polynomial of degree $N\ge1$ if and only if

$$\varepsilon=\omega\left(l+N+\tfrac32\right)\quad\text{and}\quad a_{N+1}(\omega)=0 . \tag{3}$$

No solution has $N=0$.

(c) For given $l$ and $N$ there are $\lfloor (N+1)/2\rfloor$ allowed values of $\omega$. At the smallest, $P$ has positive coefficients and the state is the lowest one of that $l$.

(d) For $l=0$, with the centre of mass in its ground state and total energy $E$,

$$N=1:\ \omega=\tfrac12,\quad P=1+\tfrac r2,\quad E=2;$$
$$N=2:\ \omega=\tfrac1{10},\quad P=1+\tfrac r2+\tfrac{r^2}{20},\quad E=\tfrac12 .$$

Both are ground states of $H$.

## Lemma 1: separation

*$H$ is the sum of a centre-of-mass part with lowest energy $3\omega/2$ and a relative part.*

*Proof.* The chain rule gives $\nabla_1=\frac12\nabla_R-\nabla_r$ and $\nabla_2=\frac12\nabla_R+\nabla_r$. The cross terms cancel in the sum of squares, so $\nabla_1^2+\nabla_2^2=\frac12\nabla_R^2+2\nabla_r^2$. From $\mathbf r_{1,2}=\mathbf R\mp\mathbf r/2$ one finds $r_1^2+r_2^2=2R^2+r^2/2$. Therefore

$$H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right]. \tag{4}$$

For $\chi=e^{-\omega R^2}$, $\nabla_R^2\chi=(4\omega^2R^2-6\omega)\chi$, so the first bracket acting on $\chi$ gives $(-\omega^2R^2+\frac{3}{2}\omega+\omega^2R^2)\chi=\frac32\omega\chi$. This is the nodeless oscillator ground state. $\square$

Exchanging the electrons sends $\mathbf r$ to $-\mathbf r$ and multiplies $Y_{lm}$ by $(-1)^l$, while $\mathbf R$ is unchanged. The full wave function must be antisymmetric, so even $l$ goes with the spin singlet and odd $l$ with the triplet.

The separation relies on the well being harmonic. In a quartic well, for example, $r_1^4+r_2^4=2(R^2+r^2/4)^2+2(\mathbf R\cdot\mathbf r)^2$, which couples the two motions.

## Lemma 2: the equation for $P$

*The function $P$ in (1) satisfies*

$$P''+\left[\frac{2(l+1)}r-\omega r\right]P'+\left[\varepsilon-\omega\left(l+\tfrac32\right)-\frac1r\right]P=0. \tag{5}$$

*Proof.* Let $u$ be $r$ times the radial part of $\varphi$. The relative bracket in (4) gives

$$-u''+\left[\frac{l(l+1)}{r^2}+\frac{\omega^2r^2}4+\frac1r\right]u=\varepsilon u. \tag{6}$$

Near $r=0$ the solutions behave as $r^{l+1}$ or $r^{-l}$. The second is not square integrable for $l\ge1$; for $l=0$ it means $\varphi\sim1/r$, whose Laplacian contains a delta function that nothing in $H$ cancels. Hence $u\sim r^{l+1}$. At large $r$ the term $\omega^2r^2/4$ dominates, and the decaying solution has the Gaussian factor $e^{-\omega r^2/4}$.

Write $u=fP$ with $f=r^{l+1}e^{-\omega r^2/4}$. Then

$$\frac{f'}f=\frac{l+1}r-\frac{\omega r}2,$$
$$\frac{f''}f=\left(\frac{f'}f\right)'+\left(\frac{f'}f\right)^2
=-\frac{l+1}{r^2}-\frac\omega2+\frac{(l+1)^2}{r^2}-\omega(l+1)+\frac{\omega^2r^2}4 .$$

The inverse-square terms add to $l(l+1)/r^2$ and the constants to $-\omega(l+\frac32)$. Now insert $u''/f=P''+2(f'/f)P'+(f''/f)P$ in (6), divided by $-f$. The terms in $l(l+1)/r^2$ and $\omega^2r^2/4$ cancel, leaving (5). $\square$

## Proof of (a): the recurrence

Multiply (5) by $r$:

$$rP''+2(l+1)P'-\omega r^2P'+\left[\varepsilon-\omega\left(l+\tfrac32\right)\right]rP-P=0 .$$

The coefficient of $r^k$ receives these contributions, in order:

$$k(k+1)a_{k+1}+2(l+1)(k+1)a_{k+1}-\omega(k-1)a_{k-1}
+\left[\varepsilon-\omega\left(l+\tfrac32\right)\right]a_{k-1}-a_k=0 .$$

The first two terms combine to $(k+1)(k+2l+2)a_{k+1}$. The two terms with $a_{k-1}$ combine to $[\varepsilon-\omega(l+k+\frac12)]a_{k-1}$. Moving everything but the first term to the right gives (2). For $k=0$ there is no $a_{-1}$, and $2(l+1)a_1=a_0=1$. $\square$

Three coefficients are linked because two effects act at different orders: the repulsion shifts the power of $r$ by one, the oscillator by two. The first coefficient depends on neither $\omega$ nor $\varepsilon$. For $l=0$ it is $a_1=1/2$, and since the Gaussian has zero slope at the origin, $\varphi'(0)/\varphi(0)=1/2$. This is the electron–electron cusp: near contact, the kinetic term $-2\varphi'/r$ must cancel the singular term $\varphi/r$.

## Proof of (b): termination

Suppose $P$ has degree $N$. Then $a_N\ne0$ and $a_{N+1}=a_{N+2}=0$. Equation (2) with $k=N+1$ reads

$$0=0-\left[\varepsilon-\omega\left(l+N+\tfrac32\right)\right]a_N ,$$

so the bracket vanishes. This and $a_{N+1}=0$ are the conditions (3). The case $N=0$ would need $a_1=0$, but $a_1=1/[2(l+1)]$.

Conversely, let (3) hold. The energy condition turns the recurrence into

$$(k+1)(k+2l+2)a_{k+1}=a_k-\omega(N+1-k)a_{k-1}. \tag{7}$$

At $k=N+1$ the last term is zero and $a_{N+1}=0$, so $a_{N+2}=0$. Two successive zeros make all later coefficients vanish. It remains to show $a_N\neq0$. If $a_N$ were zero, (7) with $k=N$ would give $\omega a_{N-1}=0$. Going on downward with $k=N-1,\dots,1$, where $\omega(N+1-k)$ is never zero, would end in $a_0=0$, against $a_0=1$. $\square$

The energy condition alone is not enough. It has the form of an oscillator level, although without repulsion, where $a_1=0$ and the term $a_k$ drops out of (2), only even $N$ occur for a given $l$. With repulsion, $P$ terminates only at the strengths for which $a_{N+1}(\omega)=0$.

## Proof of (c): how many strengths, and which state

Set $b_k=a_k\omega^{-k/2}$ and $\lambda=\omega^{-1/2}$. Solve (7) for $a_k$ and divide by $\omega^{(k+1)/2}$:

$$\lambda b_k=(k+1)(k+2l+2)\,b_{k+1}+(N+1-k)\,b_{k-1},\qquad k=0,\dots,N, \tag{8}$$

with $b_{-1}=b_{N+1}=0$. The termination condition is now an eigenvalue problem for a tridiagonal matrix $M$ of dimension $N+1$ with zero diagonal, $M_{k,k+1}=(k+1)(k+2l+2)$ and $M_{k+1,k}=N-k$.

For $k=0,\dots,N-1$ both elements are positive. Let $c_k=d_kb_k$ with $d_0=1$ and $d_{k+1}/d_k=\sqrt{M_{k,k+1}/M_{k+1,k}}$. In terms of $c_k$ the matrix is symmetric, with off-diagonal elements

$$s_k=\sqrt{(k+1)(k+2l+2)(N-k)} . \tag{9}$$

Its eigenvalues are therefore real. They are simple, because (8) fixes the whole vector once $b_0$ and $\lambda$ are given. They come in pairs $\pm\lambda$, because $b_k\to(-1)^kb_k$ reverses the sign of $\lambda$. Of $N+1$ distinct eigenvalues, $\lfloor(N+1)/2\rfloor$ are thus positive, and each gives one strength $\omega=1/\lambda^2$.

The smallest $\omega$ belongs to the largest $\lambda$, which is the maximum of $2\sum_k s_kc_kc_{k+1}$ over unit vectors. Replacing each $c_k$ by $|c_k|$ cannot lower this sum, so a maximizing eigenvector with $c_k\ge0$ exists. If one component were zero, its row of the eigenvalue equation would make its neighbours zero, and then all of them. Hence every $c_k$, and with it every $a_k$, is positive, and $P$ has no zero for $r\ge0$.

The lowest solution of (6) can likewise be chosen nonnegative, since replacing $u$ by $|u|$ does not change the energy. A state of higher energy is orthogonal to it and must change sign. The nodeless solution is therefore the lowest of its $l$. $\square$

For $l=0$ it is also the ground state of $H$: the term $l(l+1)/r^2$ raises the lowest relative energy for $l\ge1$, the centre of mass is in its own ground state, and the singlet spin function supplies the antisymmetry.

## Proof of (d): the two strengths

Adding the centre-of-mass energy to (3) gives

$$E=\omega\left(l+N+\tfrac32\right)+\tfrac32\omega=\omega(N+l+3). \tag{10}$$

**Case $N=1$, $l=0$.** Here $a_1=\frac12$, and (7) with $k=1$ gives $6a_2=\frac12-\omega$. The condition $a_2=0$ yields $\omega=\frac12$, and $E=4\cdot\frac12=2$.

**Case $N=2$, $l=0$.** Equation (7) with $k=1$ has $N+1-k=2$, so

$$6a_2=\tfrac12-2\omega,\qquad a_2=\frac{1-4\omega}{12}.$$

With $k=2$,

$$12a_3=a_2-\omega a_1=\frac{1-4\omega}{12}-\frac\omega2=\frac{1-10\omega}{12}.$$

The condition $a_3=0$ yields $\omega=\frac1{10}$. Then $a_2=(1-\frac4{10})/12=\frac1{20}$ and $E=5\cdot\frac1{10}=\frac12$. Each case has one root, which is also the smallest, so by (c) both states are ground states. $\square$

Direct substitution confirms the second case. With $\omega=\frac1{10}$, $\varepsilon-\frac32\omega=\frac7{20}-\frac3{20}=\frac15$, the left side of (5) is

$$\frac1{10}+\left(\frac2r-\frac r{10}\right)\left(\frac12+\frac r{10}\right)+\left(\frac15-\frac1r\right)\left(1+\frac r2+\frac{r^2}{20}\right).$$

Its coefficients are

- $r^{-1}$: $1-1=0$;
- $r^0$: $\frac1{10}+\frac15+\frac15-\frac12=0$;
- $r^1$: $-\frac1{20}+\frac1{10}-\frac1{20}=0$;
- $r^2$: $-\frac1{100}+\frac1{100}=0$.

Since $R^2+r^2/4=(r_1^2+r_2^2)/2$, the spatial wave function at either strength is

$$\Psi(\mathbf r_1,\mathbf r_2)=C\,P(r_{12})\,e^{-\omega(r_1^2+r_2^2)/2}. \tag{11}$$

The Gaussian is the ground state without repulsion; $P$ enhances large separations. The numerical check tests (11) in the full six-coordinate Schrödinger equation at several points.

## Remark 1: termination is not quantization

The potential in (6) grows without limit, so bound states exist at every $\omega>0$. Termination picks out those with a finite $P$. For the $l=0$ ground state one can say where they lie. With $x=r\sqrt\omega$, (6) becomes

$$\left[-\frac{d^2}{dx^2}+\frac{x^2}4+\frac1{x\sqrt\omega}\right]u=\frac\varepsilon\omega u .$$

Raising $\omega$ weakens the repulsive term. The ground state at the smaller $\omega$, used as a trial function at the larger, then shows that $\nu=\varepsilon/\omega-\frac32$ decreases strictly. A closed-form ground state needs $\nu=N$, so each $N$ supplies one strength, namely the smallest root in (c). These strengths decrease as $N$ grows, and $\omega=1/2$ is the largest. No ground state of form (11) with polynomial $P$ exists for $\omega>1/2$ or between $1/10$ and $1/2$.

At $\omega=1/4$ the numerical solution gives $\nu=1.357$, between 1 and 2 as required, and $E=1.0893$ hartree. At this same strength the lowest $l=1$ state, a triplet, does terminate: with $N=1$, (9) gives $\lambda^2=s_0^2=4$, and (10) gives $E=5/4$.

## Remark 2: closed form does not imply ground state

For $N=3$, $l=0$, the squares of (9) are 6, 12 and 12. The characteristic equation is $\lambda^4-30\lambda^2+72=0$, so $\lambda^2=15\pm\sqrt{153}$ and $\omega=0.03654$ or $0.38013$. The first is a ground state. At the second, $P$ has one node, and the program finds its energy to agree with the first excited $l=0$ level of (6). A benchmark at that strength would need the excited state to be targeted.

## Worked example: energies at $\omega=1/10$

The integrals needed are

$$I_n=\int_0^\infty r^ne^{-\omega r^2/2}dr=2^{(n-1)/2}\,\omega^{-(n+1)/2}\,\Gamma\!\left(\frac{n+1}2\right),$$

which follows from $t=\omega r^2/2$. Squaring the polynomial gives

$$P^2=1+r+0.35r^2+0.05r^3+0.0025r^4 .$$

The numbers below are in atomic units. The normalization integral is

$$I_2+I_3+0.35I_4+0.05I_5+0.0025I_6=39.63+200+416.15+400+148.62=1204.4 .$$

Lowering each index by one gives the numerator of the mean repulsion $W=\langle1/r_{12}\rangle$:

$$10+39.63+70+59.45+20=199.08,\qquad W=\frac{199.08}{1204.4}=0.1653 .$$

Raising the indices instead gives $\langle r_{12}\rangle=6.942$ and $\langle r_{12}^2\rangle=53.470$.

The centre of mass, an oscillator in its ground state, has half its energy, $\frac34\omega$, in the well. The total well energy is

$$V_{\rm ext}=\tfrac34\omega+\tfrac14\omega^2\langle r_{12}^2\rangle=0.0750+0.0025\times53.470=0.2087 ,$$

and the kinetic energy is $T=E-V_{\rm ext}-W=0.5000-0.2087-0.1653=0.1260$.

The virial relation provides a check. Under $\Psi\to s^3\Psi(s\mathbf r_1,s\mathbf r_2)$ the energy becomes $s^2T+s^{-2}V_{\rm ext}+sW$, which is stationary at $s=1$, so $2T-2V_{\rm ext}+W=0$. Here $0.2520-0.4174+0.1653=-0.0001$, zero within the rounding.

The total energy is 0.5 hartree, or 13.606 eV. Without repulsion it would be $3\omega=0.3$ hartree, so repulsion raises it by 0.2 hartree, more than $W$. The reason is variational: $T+V_{\rm ext}=E-W$ is the expectation value of the noninteracting Hamiltonian in $\Psi$, and cannot lie below $3\omega$. The excess, about 0.035 hartree, is the net cost of keeping the electrons apart: without repulsion $T$ and $V_{\rm ext}$ are each $\frac32\omega=0.15$ hartree, so the well energy has risen by 0.059 hartree while the kinetic energy has fallen by 0.024 hartree. At $\omega=1/2$ the rise is 0.5 and $W=0.447$ hartree, an excess of about 0.053 hartree. Relative to the rise, the excess is larger in the weaker well, 17% against 11%.

## Remark 3: use as a density-functional reference

With $\Psi$ normalized, the density is $n(\mathbf r_1)=2\int|\Psi|^2d^3r_2$. In the Kohn–Sham description of this singlet both electrons occupy one orbital $\phi=\sqrt{n/2}$, and inverting its one-electron equation gives the potential up to the constant $\epsilon$:

$$v_s=\epsilon+\frac{\nabla^2\sqrt n}{2\sqrt n} .$$

The corresponding kinetic energy is $T_s=2\cdot\frac12\int|\nabla\phi|^2d^3r=\frac12\int|\nabla\sqrt n|^2d^3r$. The value $T=0.1260$ hartree found above is that of the interacting electrons and must not be used for $T_s$; the difference $T-T_s$ is part of the correlation energy.

## Numbers as computed

```
Closed-form states (energies in hartree, omega in hartree)
 l N  omega       eps        E_total    nodes  eps numerical
 0 1  0.5000000  1.2500000  2.0000000  0      1.2500000
 0 2  0.1000000  0.3500000  0.5000000  0      0.3500000
 0 3  0.0365373  0.1644177  0.2192236  0      0.1644177
 0 3  0.3801294  1.7105823  2.2807764  1      1.7105823
 0 4  0.0173462  0.0954041  0.1214234  0      0.0954041
 0 4  0.0809684  0.4453262  0.5667788  1      0.4453262
 1 1  0.2500000  0.8750000  1.2500000  0      0.8750000
largest deviation of numerical eps: 5.0e-11 hartree
--- N = 1, l = 0 ---
termination: a_2 = -(2*omega - 1)/12 = 0
omega = 1/2 hartree, coefficients a_k = 1, 1/2
total energy = 2 hartree = 54.4228 eV
energy without repulsion 3*omega = 1.5000 hartree
energy rise due to repulsion = 0.5000 hartree
integral of r^2 phi^2 = 16.8623 bohr^3
mean separation <r12> = 2.68466 bohr
mean square separation <r12^2> = 8.21023 bohr^2
repulsion W = 0.447443 hartree
well energy V_ext = 0.888139 hartree
kinetic energy T = 0.664418 hartree
--- N = 2, l = 0 ---
termination: a_3 = -(10*omega - 1)/144 = 0
omega = 1/10 hartree, coefficients a_k = 1, 1/2, 1/20
total energy = 1/2 hartree = 13.6057 eV
energy without repulsion 3*omega = 0.3000 hartree
energy rise due to repulsion = 0.2000 hartree
coefficients of P^2 = 1.0000, 1.0000, 0.3500, 0.0500, 0.0025
moment I_1 = 10.0000 bohr^2
moment I_2 = 39.6333 bohr^3
moment I_3 = 200.0000 bohr^4
moment I_4 = 1188.9982 bohr^5
moment I_5 = 8000.0000 bohr^6
moment I_6 = 59449.9095 bohr^7
moment I_7 = 480000.0000 bohr^8
moment I_8 = 4161493.6625 bohr^9
integral of r^2 phi^2 = 1204.4074 bohr^3
mean separation <r12> = 6.94241 bohr
mean square separation <r12^2> = 53.47045 bohr^2
repulsion W = 0.165296 hartree
well energy V_ext = 0.208676 hartree
kinetic energy T = 0.126028 hartree
--- omega = 1/4, l = 0: no terminating ground state ---
numerical ground eps = 0.71426 hartree
total energy = 1.08926 hartree
eps/omega - 3/2 = 1.3570 (not an integer)
```
